# Analytic Hartree–Fock Hessian and Frequency Errors from Omitted Terms: test program

```python
"""
Analytic second derivatives of the restricted Hartree-Fock (RHF) energy.

Result under test, for nuclear coordinates x and y:
  E^xy = Vnn^xy + P.h^xy + (1/2)P.G^xy[P] - W.S^xy + P^y.F^(x) - W^y.S^x
P: density matrix; W: energy-weighted density matrix; S: overlap;
h: one-electron Hamiltonian; G[D] = J[D] - K[D]/2; F = h + G[P].
F^(x) differentiates integrals only. P^y and W^y include orbital response.
A dot denotes the sum of products of matrix elements.
The molecule is CO on the z axis: coordinate 0 is z_C, coordinate 1 is z_O.
Atomic units are used unless a printed label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from pyscf import gto, scf

BASIS = "cc-pvdz"
STEP = 0.01
OFFSETS = (-2, -1, 0, 1, 2)


def solve_rhf(bond, guess=None):
    mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, bond)]],
                basis=BASIS, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def atom_masks(mol):
    masks = np.zeros((mol.natm, mol.nao))
    for atom, (_, _, start, stop) in enumerate(mol.aoslice_by_atom()):
        masks[atom, start:stop] = 1.0
    return masks


def first_matrix(grad_left, weight):
    half = weight[:, None] * grad_left
    return half + half.T


def second_matrix(grad_grad_left, grad_both, weight_x, weight_y):
    half = (weight_x * weight_y)[:, None] * grad_grad_left
    mixed = np.outer(weight_x, weight_y) + np.outer(weight_y, weight_x)
    return half + half.T + mixed * grad_both


def overlap_first(mol):
    grad = mol.intor("int1e_ipovlp", comp=3)[2]
    return np.array([first_matrix(grad, -m) for m in atom_masks(mol)])


def two_electron_potential(eri, density):
    coulomb = np.einsum("ijkl,kl->ij", eri, density)
    exchange = np.einsum("ikjl,kl->ij", eri, density)
    return coulomb - 0.5 * exchange


def weighted_density(mf):
    occ = mf.mo_occ > 0
    orbitals = mf.mo_coeff[:, occ]
    return 2 * (orbitals * mf.mo_energy[occ]) @ orbitals.T


def one_electron_derivatives(mol):
    masks = atom_masks(mol)
    n = mol.nao
    s2 = np.zeros((2, 2, n, n))
    h1 = np.zeros((2, n, n))
    h2 = np.zeros((2, 2, n, n))
    s_dd = mol.intor("int1e_ipipovlp", comp=9)[8]
    s_d_d = mol.intor("int1e_ipovlpip", comp=9)[8]
    t_d = mol.intor("int1e_ipkin", comp=3)[2]
    t_dd = mol.intor("int1e_ipipkin", comp=9)[8]
    t_d_d = mol.intor("int1e_ipkinip", comp=9)[8]
    for x in range(2):
        h1[x] += first_matrix(t_d, -masks[x])
        for y in range(2):
            s2[x, y] = second_matrix(s_dd, s_d_d, -masks[x], -masks[y])
            h2[x, y] += second_matrix(t_dd, t_d_d, -masks[x], -masks[y])
    for nucleus in range(2):
        charge = mol.atom_charge(nucleus)
        with mol.with_rinv_at_nucleus(nucleus):
            v_d = -charge * mol.intor("int1e_iprinv", comp=3)[2]
            v_dd = -charge * mol.intor("int1e_ipiprinv", comp=9)[8]
            v_d_d = -charge * mol.intor("int1e_iprinvip", comp=9)[8]
        # Moving the operator centre acts as +grad on both functions.
        weights = [float(nucleus == x) - masks[x] for x in range(2)]
        for x in range(2):
            h1[x] += first_matrix(v_d, weights[x])
            for y in range(2):
                h2[x, y] += second_matrix(v_dd, v_d_d, weights[x], weights[y])
    return s2, h1, h2


def two_electron_skeleton(mol, density):
    """Return G^x[P] and the skeleton second derivative of the repulsion."""
    masks = atom_masks(mol)
    grad = mol.intor("int2e_ip1", comp=3)[2].copy()
    potentials = []
    for mask in masks:
        part = -mask[:, None, None, None] * grad
        part = part + part.transpose(1, 0, 2, 3)
        part = part + part.transpose(2, 3, 0, 1)
        potentials.append(two_electron_potential(part, density))
    pair_density = (0.5 * np.einsum("ij,kl->ijkl", density, density)
                    - 0.125 * np.einsum("ik,jl->ijkl", density, density)
                    - 0.125 * np.einsum("il,jk->ijkl", density, density))
    block = mol.intor("int2e_ipip1", comp=9)[8].copy()
    same = np.einsum("ijkl,ijkl->i", block, pair_density)
    block = mol.intor("int2e_ipvip1", comp=9)[8].copy()
    pair = np.einsum("ijkl,ijkl->ij", block, pair_density)
    block = mol.intor("int2e_ip1ip2", comp=9)[8].copy()
    cross = np.einsum("ijkl,ijkl->ik", block, pair_density)
    hessian = np.zeros((2, 2))
    for x, wx in enumerate(masks):
        for y, wy in enumerate(masks):
            hessian[x, y] = (4 * np.sum(same * wx * wy)
                             + 2 * (wx @ pair @ wy + wy @ pair @ wx)
                             + 4 * (wx @ cross @ wy + wy @ cross @ wx))
    return np.array(potentials), hessian


def analytic_derivatives(mf):
    mol = mf.mol
    occ = mf.mo_occ > 0
    co, cv = mf.mo_coeff[:, occ], mf.mo_coeff[:, ~occ]
    eo, ev = mf.mo_energy[occ], mf.mo_energy[~occ]
    density = 2 * co @ co.T
    energy_density = weighted_density(mf)
    eri = mol.intor("int2e")
    fock = mf.get_hcore() + two_electron_potential(eri, density)
    s1 = overlap_first(mol)
    s2, h1, h2 = one_electron_derivatives(mol)
    g1, repulsion = two_electron_skeleton(mol, density)
    f1 = h1 + g1
    bond = mol.atom_coords()[1, 2]
    charges = mol.atom_charge(0) * mol.atom_charge(1)
    pattern = np.array([[1.0, -1.0], [-1.0, 1.0]])
    nuclear = 2 * charges / bond**3 * pattern
    core = np.einsum("ij,xyij->xy", density, h2)
    overlap = -np.einsum("ij,xyij->xy", energy_density, s2)
    gradient = (np.einsum("ij,xij->x", density, h1 + 0.5 * g1)
                - np.einsum("ij,xij->x", energy_density, s1)
                + charges / bond**2 * np.array([1.0, -1.0]))

    # Orbital-response matrix in the virtual-occupied space.
    aibj = np.einsum("pqrs,pa,qi,rb,sj->aibj", eri, cv, co, cv, co,
                     optimize=True)
    abij = np.einsum("pqrs,pa,qb,ri,sj->abij", eri, cv, cv, co, co,
                     optimize=True)
    gaps = ev[:, None] - eo[None, :]
    size = gaps.size
    response = (4 * aibj - abij.transpose(0, 2, 1, 3)
                - aibj.transpose(0, 3, 2, 1)).reshape(size, size)
    response = response + np.diag(gaps.ravel())
    lowest = np.linalg.eigvalsh(response)[0]

    p_oo, g_oo, source, rotation, p1, w1 = [], [], [], [], [], []
    for x in range(2):
        poo = -2 * co @ (co.T @ s1[x] @ co) @ co.T
        goo = two_electron_potential(eri, poo)
        b = cv.T @ (f1[x] + goo) @ co - (cv.T @ s1[x] @ co) * eo
        u = -np.linalg.solve(response, b.ravel()).reshape(b.shape)
        half = 2 * cv @ u @ co.T
        dp = poo + half + half.T
        df = f1[x] + two_electron_potential(eri, dp)
        dw = 0.5 * (dp @ fock @ density + density @ df @ density
                    + density @ fock @ dp)
        for store, item in zip((p_oo, g_oo, source, rotation, p1, w1),
                               (poo, goo, b, u, dp, dw)):
            store.append(item)
    p_oo, g_oo, source, rotation, p1, w1 = map(
        np.array, (p_oo, g_oo, source, rotation, p1, w1))

    density_term = np.einsum("yij,xij->xy", p1, f1)
    weighted_term = -np.einsum("yij,xij->xy", w1, s1)
    skeleton = nuclear + core + repulsion + overlap
    full = skeleton + density_term + weighted_term

    soo = np.array([co.T @ s @ co for s in s1])
    foo = np.array([co.T @ f @ co for f in f1])
    sf = np.einsum("xij,yji->xy", soo, foo)
    ess = np.einsum("i,xij,yji->xy", eo, soo, soo)
    orthogonal = (-2 * (sf + sf.T) + 2 * (ess + ess.T)
                  + np.einsum("xij,yij->xy", p_oo, g_oo))
    relaxation = 4 * np.einsum("xai,yai->xy", source, rotation)
    frozen = skeleton + orthogonal
    uncoupled = frozen - 4 * np.einsum("xai,yai->xy", source, source / gaps)
    bare = nuclear + core + repulsion
    no_weighted = bare + density_term
    f_vo = np.array([(cv.T @ f @ co).ravel() for f in f1])
    no_overlap = bare - 4 * f_vo @ np.linalg.solve(response, f_vo.T)
    variants = {
        "full": full,
        "no orbital rotation": frozen,
        "uncoupled response": uncoupled,
        "skeleton only": skeleton,
        "no W.S terms": no_weighted,
        "all overlap derivs zero": no_overlap,
    }
    pieces = {
        "nuclear repulsion": nuclear,
        "P.h^xx": core,
        "two-electron skeleton": repulsion,
        "-W.S^xx": overlap,
        "P^x.F^(x)": density_term,
        "-W^x.S^x": weighted_term,
        "orthonormalization": orthogonal,
        "orbital relaxation": relaxation,
    }
    missing_gradient = np.einsum("ij,xij->x", energy_density, s1)
    return dict(variants=variants, pieces=pieces, gradient=gradient,
                s2=s2, h2=h2, p1=p1, w1=w1, lowest=lowest,
                missing_gradient=missing_gradient)


def finite_differences(mf, bond):
    """Move O, reconverge the SCF, and differentiate the resulting values."""
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    data = {name: [] for name in
            ("energy", "frozen", "overlap", "core", "p", "w", "partial")}
    for offset in OFFSETS:
        moved = solve_rhf(bond + offset * STEP, mf.make_rdm1())
        s = moved.get_ovlp()
        values, vectors = np.linalg.eigh(occupied.T @ s @ occupied)
        orbitals = occupied @ (vectors / np.sqrt(values)) @ vectors.T
        w = weighted_density(moved)
        slope = moved.nuc_grad_method().kernel()[1, 2]
        data["energy"].append(moved.e_tot)
        data["frozen"].append(moved.energy_tot(dm=2 * orbitals @ orbitals.T))
        data["overlap"].append(s)
        data["core"].append(moved.get_hcore())
        data["p"].append(moved.make_rdm1())
        data["w"].append(w)
        data["partial"].append(slope + np.sum(w * overlap_first(moved.mol)[1]))
    first = np.array([1, -8, 0, 8, -1]) / (12 * STEP)
    second = np.array([-1, 16, -30, 16, -1]) / (12 * STEP**2)
    d1 = {k: np.tensordot(first, np.array(v), 1) for k, v in data.items()}
    d2 = {k: np.tensordot(second, np.array(v), 1) for k, v in data.items()}
    return d1, d2


def check_geometry(bond):
    mf = solve_rhf(bond)
    result = analytic_derivatives(mf)
    d1, d2 = finite_differences(mf, bond)
    variants, pieces = result["variants"], result["pieces"]
    full = variants["full"]
    # Tolerances cover SCF convergence noise divided by the step length.
    assert abs(result["gradient"][1] - d1["energy"]) < 5e-6
    assert abs(full[1, 1] - d2["energy"]) < 5e-6
    assert abs(variants["no orbital rotation"][1, 1] - d2["frozen"]) < 5e-6
    assert abs(variants["no W.S terms"][1, 1] - d1["partial"]) < 5e-5
    assert np.max(abs(result["s2"][1, 1] - d2["overlap"])) < 2e-5
    assert np.max(abs(result["h2"][1, 1] - d2["core"])) < 2e-5
    p_error = np.max(abs(result["p1"][1] - d1["p"]))
    w_error = np.max(abs(result["w1"][1] - d1["w"]))
    assert p_error < 1e-4 and w_error < 1e-4
    symmetric = variants["no orbital rotation"] + pieces["orbital relaxation"]
    assert np.max(abs(symmetric - full)) < 1e-6
    assert np.max(abs(full - full.T)) < 1e-6
    assert result["lowest"] > 0
    assert d2["frozen"] > d2["energy"]
    sum_error = max(np.max(abs(matrix.sum(axis=axis)))
                    for matrix in variants.values() for axis in (0, 1))
    assert sum_error < 1e-6
    return mf, result, d1, d2, p_error, w_error, sum_error


def bond_slope(bond):
    return solve_rhf(bond).nuc_grad_method().kernel()[1, 2]


equilibrium = brentq(bond_slope, 1.95, 2.30, xtol=1e-9)
mf, result, d1, d2, p_error, w_error, sum_error = check_geometry(equilibrium)
stretched = 2.5
_, other, other_d1, other_d2, _, _, _ = check_geometry(stretched)

masses_u = np.array([12.0, 15.9949146])
masses = masses_u * constants.atomic_mass / constants.electron_mass
reduced_mass = masses.prod() / masses.sum()
to_wavenumber = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100


def signed_wavenumber(force_constant):
    omega = np.sqrt(abs(force_constant) / reduced_mass)
    return np.sign(force_constant) * omega * to_wavenumber


variants = result["variants"]
full_k = variants["full"][1, 1]
full_wavenumber = signed_wavenumber(full_k)
mass_weighted = variants["full"] / np.sqrt(np.outer(masses, masses))
modes = np.linalg.eigvalsh(mass_weighted)
assert abs(modes[0]) < 1e-9
assert abs(np.sqrt(modes[1]) * to_wavenumber - full_wavenumber) < 0.01

print("Molecule and level: 12C16O, RHF/" + BASIS)
print(f"Basis functions: {mf.mol.nao}")
print(f"Masses C, O: {masses_u[0]:.7f}, {masses_u[1]:.7f} u")
print(f"Reduced mass: {reduced_mass:.3f} electron masses")
print(f"Equilibrium bond length: {equilibrium:.6f} bohr")
print(f"RHF energy: {mf.e_tot:.8f} hartree")
print(f"Finite-difference step: {STEP:.3f} bohr")
print(f"Lowest response-matrix eigenvalue: {result['lowest']:.6f} hartree")
print("Contributions to the bond force constant, hartree/bohr^2:")
for name, matrix in result["pieces"].items():
    print(f"  {name}: {matrix[1, 1]:.6f}")
print("Force constant (hartree/bohr^2), wavenumber and error (cm^-1);")
print("a negative wavenumber denotes an imaginary frequency:")
for name, matrix in variants.items():
    k = matrix[1, 1]
    nu = signed_wavenumber(k)
    print(f"  {name}: {k:.6f}, {nu:.2f}, {nu - full_wavenumber:+.2f}")
print(f"Finite-difference k, relaxed: {d2['energy']:.6f} hartree/bohr^2")
print(f"Finite-difference k, no rotation: {d2['frozen']:.6f} hartree/bohr^2")
print(f"Finite-difference k, no W.S: {d1['partial']:.6f} hartree/bohr^2")
print(f"Gradient at equilibrium: {result['gradient'][1]:.1e} hartree/bohr")
print("Gradient there without -W.S^x: "
      f"{result['gradient'][1] + result['missing_gradient'][1]:.6f} hartree/bohr")
print(f"Largest error in P^x: {p_error:.1e} bohr^-1")
print(f"Largest error in W^x: {w_error:.1e} hartree/bohr")
print(f"Largest sum-rule error, all variants: {sum_error:.1e} hartree/bohr^2")
print(f"Stretched bond length: {stretched:.3f} bohr")
print(f"  gradient, analytic: {other['gradient'][1]:.6f} hartree/bohr")
print(f"  gradient, finite difference: {other_d1['energy']:.6f} hartree/bohr")
print(f"  k, analytic: {other['variants']['full'][1, 1]:.6f} hartree/bohr^2")
print(f"  k, finite difference: {other_d2['energy']:.6f} hartree/bohr^2")
print("finished without a failed check")
```

Printed output:

```
Molecule and level: 12C16O, RHF/cc-pvdz
Basis functions: 28
Masses C, O: 12.0000000, 15.9949146 u
Reduced mass: 12498.104 electron masses
Equilibrium bond length: 2.097867 bohr
RHF energy: -112.75015062 hartree
Finite-difference step: 0.010 bohr
Lowest response-matrix eigenvalue: 0.322361 hartree
Contributions to the bond force constant, hartree/bohr^2:
  nuclear repulsion: 10.397703
  P.h^xx: -12.329899
  two-electron skeleton: 2.918803
  -W.S^xx: -0.501753
  P^x.F^(x): 0.439001
  -W^x.S^x: 0.610237
  orthonormalization: 1.531508
  orbital relaxation: -0.482270
Force constant (hartree/bohr^2), wavenumber and error (cm^-1);
a negative wavenumber denotes an imaginary frequency:
  full: 1.534093, 2431.58, +0.00
  no orbital rotation: 2.016363, 2787.70, +356.13
  uncoupled response: 1.550041, 2444.18, +12.61
  skeleton only: 0.484855, 1367.00, -1064.58
  no W.S terms: 1.425609, 2344.03, -87.55
  all overlap derivs zero: -59.551555, -15149.87, -17581.44
Finite-difference k, relaxed: 1.534093 hartree/bohr^2
Finite-difference k, no rotation: 2.016363 hartree/bohr^2
Finite-difference k, no W.S: 1.425609 hartree/bohr^2
Gradient at equilibrium: 2.6e-10 hartree/bohr
Gradient there without -W.S^x: 0.839296 hartree/bohr
Largest error in P^x: 3.8e-08 bohr^-1
Largest error in W^x: 3.2e-08 hartree/bohr
Largest sum-rule error, all variants: 1.6e-12 hartree/bohr^2
Stretched bond length: 2.500 bohr
  gradient, analytic: 0.313233 hartree/bohr
  gradient, finite difference: 0.313233 hartree/bohr
  k, analytic: 0.276011 hartree/bohr^2
  k, finite difference: 0.276011 hartree/bohr^2
finished without a failed check
```
